# The Drain-Field Length of a Saturated Transistor in the Gauss-Box Model: a program that tests the result

```python
"""Characteristic length of the lateral field near a transistor drain.

Result under test: the Gauss-box model gives
    l = sqrt(ratio * t_ox * x_j),   ratio = eps_si / eps_ox,
with excess potential u = l*E_sat*sinh(x/l) and field E = E_sat*cosh(x/l).
t_ox: oxide thickness, x_j: box (junction) depth, E_sat: field at x = 0,
U: excess drain voltage. The model assumes a lateral field uniform in depth.
A two-layer eigenproblem tests that assumption: its modes vary as exp(+-k*x),
and 1/k is the length without the assumption.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

nm = 1e-9
ratio = 3.0
t_ox = 2.0 * nm
x_j = 50.0 * nm
E_sat = 4.0e6
U = 0.5


def box_length(depth):
    return np.sqrt(ratio * t_ox * depth)


def layered_mode(depth_nm, normal_factor=1.0, n_ox=40, n_si=400):
    """Lowest mode of oxide plus silicon by linear finite elements.

    Zero potential at the gate, zero normal field at the silicon bottom.
    normal_factor multiplies only the normal permittivity of the silicon;
    a large value forces the potential to be uniform in depth.
    Returns 1/k in nm, effective depth in nm, bottom/surface potential ratio.
    """
    h_ox = t_ox / nm / n_ox
    h_si = depth_nm / n_si
    size = n_ox + n_si + 1
    stiffness = np.zeros((size, size))
    mass = np.zeros((size, size))
    for j in range(size - 1):
        in_oxide = j < n_ox
        h = h_ox if in_oxide else h_si
        eps_lateral = 1.0 if in_oxide else ratio
        eps_normal = 1.0 if in_oxide else ratio * normal_factor
        block = slice(j, j + 2)
        stiffness[block, block] += (
            eps_normal / h * np.array([[1.0, -1.0], [-1.0, 1.0]]))
        mass[block, block] += (
            eps_lateral * h / 6.0 * np.array([[2.0, 1.0], [1.0, 2.0]]))
    values, vectors = eigh(stiffness[1:, 1:], mass[1:, 1:],
                           subset_by_index=[0, 0])
    silicon = vectors[n_ox - 1:, 0]
    integral = h_si * (silicon.sum() - 0.5 * (silicon[0] + silicon[-1]))
    return (1.0 / np.sqrt(values[0]), integral / silicon[0],
            silicon[-1] / silicon[0])


def mode_equation_length(depth_nm):
    """1/k in nm from tan(k t_ox) tan(k depth) = 1/ratio, lowest root."""
    thickness = t_ox / nm
    k_top = 0.5 * np.pi / max(depth_nm, thickness)
    k = brentq(lambda q: np.tan(q * thickness) * np.tan(q * depth_nm)
               - 1.0 / ratio, 1e-8, k_top * (1.0 - 1e-9), xtol=1e-14)
    return 1.0 / k


length = box_length(x_j)
peak_field = np.sqrt(E_sat**2 + (U / length)**2)
region = length * np.arcsinh(U / (length * E_sat))

# Integrate the flux balance itself, with permittivities in SI units.
# The absolute oxide value is a model input; only the ratio affects u(x).
eps_ox = 3.9 * epsilon_0
eps_si = ratio * eps_ox


def flux_balance(x, state):
    return [state[1], (eps_ox / t_ox) * state[0] / (eps_si * x_j)]


def drain_reached(x, state):
    return state[0] - U


drain_reached.terminal = True
path = solve_ivp(flux_balance, (0.0, 300 * nm), [0.0, E_sat],
                 events=drain_reached, dense_output=True,
                 rtol=1e-10, atol=1e-12, first_step=0.01 * nm,
                 max_step=1.0 * nm)
assert len(path.t_events[0]) == 1
assert abs(path.t_events[0][0] / region - 1.0) < 1e-6
assert abs(path.y_events[0][0][1] / peak_field - 1.0) < 1e-6
for multiple in (1.0, 2.0):
    u_num, field_num = path.sol(multiple * length)
    assert abs(u_num / (length * E_sat * np.sinh(multiple)) - 1.0) < 1e-5
    assert abs(field_num / (E_sat * np.cosh(multiple)) - 1.0) < 1e-5

# Depth uniformity enforced: the layered problem must return the box length.
# The small allowance covers the lateral flux in the oxide, absent in the box.
uniform_length, uniform_depth, uniform_ratio = layered_mode(50.0, 1e4)
assert abs(uniform_length * nm / length - 1.0) < 5e-3
assert abs(uniform_ratio - 1.0) < 1e-2

# True silicon permittivity: compare with the mode equation.
slab_length, slab_depth, slab_ratio = layered_mode(50.0)
slab_root = mode_equation_length(50.0)
assert abs(slab_length / slab_root - 1.0) < 1e-4
# Thin-oxide relation; its relative error is of order (k t_ox)^2 / 3.
assert abs(ratio * (t_ox / nm) * slab_depth / slab_length**2 - 1.0) < 3e-3
assert slab_ratio > 1.0 and slab_length * nm > length

# A shallower box must bring the two lengths closer together.
shallow_box = box_length(5.0 * nm) / nm
shallow_slab, _, _ = layered_mode(5.0)
assert abs(shallow_slab / mode_equation_length(5.0) - 1.0) < 1e-4
assert 1.0 < shallow_slab / shallow_box < slab_length * nm / length

print(f"permittivity ratio eps_si/eps_ox: {ratio:.1f}")
print(f"oxide thickness: {t_ox / nm:.1f} nm")
print(f"junction depth: {x_j / nm:.1f} nm")
print(f"squared length l^2: {(length / nm)**2:.1f} nm^2")
print(f"characteristic length l: {length / nm:.2f} nm")
print(f"characteristic length l: {length:.3e} m")
print(f"field at saturation point: {E_sat:.2e} V/m")
print(f"excess drain voltage U: {U:.2f} V")
print(f"field at x = l: {E_sat * np.cosh(1.0):.3e} V/m")
print(f"field at x = 2l: {E_sat * np.cosh(2.0):.3e} V/m")
print(f"U/l: {U / length:.3e} V/m")
print(f"peak field at drain end: {peak_field:.3e} V/m")
print(f"length of saturated region: {region / nm:.1f} nm")
print(f"layered length, depth-uniform field: {uniform_length:.2f} nm")
print(f"layered length, true permittivity: {slab_length:.2f} nm")
print(f"length from mode equation: {slab_root:.2f} nm")
print(f"true-permittivity length over l: {slab_length * nm / length:.2f}")
print(f"effective depth of layered mode: {slab_depth:.0f} nm")
print(f"bottom/surface potential of mode: {slab_ratio:.2f}")
print(f"5 nm box, model length: {shallow_box:.2f} nm")
print(f"5 nm box, layered length: {shallow_slab:.2f} nm")
print(f"5 nm box, ratio of lengths: {shallow_slab / shallow_box:.2f}")
print("every check passed")
```

Printed output:

```
permittivity ratio eps_si/eps_ox: 3.0
oxide thickness: 2.0 nm
junction depth: 50.0 nm
squared length l^2: 300.0 nm^2
characteristic length l: 17.32 nm
characteristic length l: 1.732e-08 m
field at saturation point: 4.00e+06 V/m
excess drain voltage U: 0.50 V
field at x = l: 6.172e+06 V/m
field at x = 2l: 1.505e+07 V/m
U/l: 2.887e+07 V/m
peak field at drain end: 2.914e+07 V/m
length of saturated region: 46.3 nm
layered length, depth-uniform field: 17.36 nm
layered length, true permittivity: 35.62 nm
length from mode equation: 35.62 nm
true-permittivity length over l: 2.06
effective depth of layered mode: 211 nm
bottom/surface potential of mode: 6.01
5 nm box, model length: 5.48 nm
5 nm box, layered length: 6.31 nm
5 nm box, ratio of lengths: 1.15
every check passed
```
